# Real poles of the von der Linden–Horsch plasmon-pole model, part 2

The von der Linden–Horsch model gives a crystal's inverse dielectric matrix one pair of poles per static eigenvector. For a ground-state response, exact or in the random-phase approximation (RPA), its poles have been proved real. Hartree atomic units are used ($\hbar=m=e=1$).

The crystal has volume $\Omega$ and density $n(\mathbf r)$, with components $n(\mathbf G)$ and $\omega_p^2=4\pi n(0)$. For fixed $\mathbf q$, $N_G$ vectors $\mathbf Q=\mathbf q+\mathbf G$ are kept; $\hat{\mathbf e}_G=\mathbf Q/|\mathbf Q|$, $v_G=4\pi/Q^2$, $n_Q=\sum_je^{-i\mathbf Q\cdot\mathbf r_j}$. With density response $\chi$, $\tilde\chi=v^{1/2}\chi v^{1/2}$, $\tilde\varepsilon^{-1}=1+\tilde\chi$ and $W=v^{1/2}\tilde\varepsilon^{-1}v^{1/2}$.

States $n$ (momentum $+\mathbf q$) and $m$ ($-\mathbf q$) lie $\omega_n,\omega_m>0$ above $|0\rangle$;
$$a_{n,G}=\sqrt{v_G/\Omega}\,\langle0|n_Q|n\rangle,\qquad b_{m,G}=\sqrt{v_G/\Omega}\,\langle m|n_Q|0\rangle.$$
$\alpha$ runs over both families, with $c_\alpha=a_n/\sqrt{\omega_n}$ or $b_m/\sqrt{\omega_m}$. Then
$$\mathcal A\equiv1-\tilde\varepsilon^{-1}(0)=\sum_\alpha c_\alpha c_\alpha^\dagger .\tag{2}$$
For static perturbation $s(X+X^\dagger)$, $X=\sum_G v_G^{1/2}u_Gn_Q^\dagger$, and $2\mathbf q$ not a reciprocal vector, the ground-state energy obeys
$$E(s)+E(-s)-2E(0)=2s^2\,\Omega\,u^\dagger\tilde\chi(0)u+O(s^4)\le0.\tag{3}$$
$$1-\tilde\varepsilon^{-1}(i\nu)=\sum_\alpha\frac{\omega_\alpha^2\,c_\alpha c_\alpha^\dagger}{\nu^2+\omega_\alpha^2}+i\nu\left[\sum_n\frac{a_na_n^\dagger}{\nu^2+\omega_n^2}-\sum_m\frac{b_mb_m^\dagger}{\nu^2+\omega_m^2}\right].\tag{4}$$
The $1/\omega^2$ moment of $\tilde\chi$ is
$$M=\sum_\alpha\omega_\alpha^2\,c_\alpha c_\alpha^\dagger,\tag{5}$$
$$M_{GG'}=4\pi\,\hat{\mathbf e}_G\cdot\hat{\mathbf e}_{G'}\;n(\mathbf G-\mathbf G').\tag{6}$$
With $\tilde\varepsilon^{-1}(0)=\sum_iU_i\lambda_i^{-1}U_i^\dagger$, $U_i$ orthonormal, the model is
$$\tilde\varepsilon^{-1}_{\rm mod}(\omega)=1+\sum_iU_i\,\frac{z_i}{\omega^2-\omega_i^2}\,U_i^\dagger .\tag{7}$$
$$z_i=U_i^\dagger MU_i,\qquad\omega_i^2=\frac{z_i}{1-1/\lambda_i}=\frac{U_i^\dagger MU_i}{U_i^\dagger\mathcal AU_i}.\tag{8}$$
The trace rule is $\sum_iz_i=N_G\,\omega_p^2$. With $\mathbf F_i=\sum_GU_{Gi}\hat{\mathbf e}_Ge^{i\mathbf Q\cdot\mathbf r}$ and $\Omega^{-1}\int|\mathbf F_i|^2=1$,
$$z_i=\frac{4\pi}{\Omega}\int n(\mathbf r)\sum_{GG'}U_{Gi}^*\hat{\mathbf e}_Ge^{-i\mathbf Q\cdot\mathbf r}\cdot U_{G'i}\hat{\mathbf e}_{G'}e^{i\mathbf Q'\cdot\mathbf r}\,d^3r=\frac{4\pi}{\Omega}\int n\,|\mathbf F_i|^2d^3r,\tag{9}$$
and with $w_{i\alpha}=|U_i^\dagger c_\alpha|^2$,
$$z_i=\sum_\alpha w_{i\alpha}\omega_\alpha^2,\qquad1-1/\lambda_i=\sum_\alpha w_{i\alpha}.\tag{10}$$

In the RPA, $\tilde\varepsilon=1-\tilde\chi^0$ and $\tilde\chi^0=B(\omega\sigma-D)^{-1}B^\dagger$. $B$ collects the independent-electron columns $a$ ($\sigma=+1$) and $b$ ($\sigma=-1$); diagonal $D$ holds their positive transition energies. All $\omega_\alpha\ge D_{\min}$. The moment is $BDB^\dagger+(B\sigma B^\dagger)^2$, where $B\sigma B^\dagger$, the $1/\omega$ term, vanishes for complete bands. With truncated bands, $B^\dagger U_i=0$ gives $\lambda_i=1$, $\omega_i=\infty$.

In the electron gas (Fermi wave vector $k_F=v_F$), the small-$q$ model gives $\omega_q^2=\omega_p^2+\tfrac13v_F^2q^2$; the RPA plasmon has $\tfrac35$ instead of $\tfrac13$.

## 7. What the pole frequency is

By (10), $\omega_i^2=\sum_\alpha p_\alpha\omega_\alpha^2$ with $p_\alpha=w_{i\alpha}/\sum_\beta w_{i\beta}$: a mean of the squared true poles, weighted by their share of the static screening. Hence $\omega_i\ge\min_\alpha\omega_\alpha$, the lowest neutral excitation at $\pm\mathbf q$, and in the RPA $\omega_i\ge D_{\min}$. In the gas at small $q$ the RPA poles other than the plasmon are the particle–hole pairs below $k_Fq+q^2/2<\omega_p$, so the mean lies below the plasmon, as $1/3<3/5$ shows.

The real part of the diagonal element of (4) is $(1-1/\lambda_i)\sum_\alpha p_\alpha h(\omega_\alpha^2)$ with $h(x)=x/(x+\nu^2)$. Since $h''=-2\nu^2/(x+\nu^2)^3<0$, Jensen's inequality gives $\sum p_\alpha h(\omega_\alpha^2)\le h(\omega_i^2)$, that is
$$\mathrm{Re}\;U_i^\dagger[1-\tilde\varepsilon^{-1}(i\nu)]U_i\le\frac{z_i}{\nu^2+\omega_i^2}.\tag{11}$$
The right side is the model, which thus overscreens each diagonal element on the imaginary axis. Nothing follows for off-diagonal elements, which the model sets to zero.

The Engel–Farid model $\tilde\varepsilon^{-1}-1=(\omega^2M^{-1}-\mathcal A^{-1})^{-1}$ tends to $-\mathcal A$ at $\omega=0$ and to $M/\omega^2$ at large $\omega$, so it obeys both matrix conditions. Its poles satisfy $\omega^2M^{-1}y=\mathcal A^{-1}y$, or $Mx=\omega^2\mathcal Ax$ with $y=\mathcal Ax$. Equation (8) is a Rayleigh quotient of this problem, so every $\omega_i$ lies between the extreme Engel–Farid frequencies.

## 8. What symmetry does change

Let $\{R|\mathbf t\}$ be a space-group operation that leaves the ground state invariant, with $R\mathbf q$ equivalent to $\mathbf q$. Substituting $\mathbf r\to R\mathbf r+\mathbf t$ in the definition gives $n(R\mathbf G)=e^{-iR\mathbf G\cdot\mathbf t}n(\mathbf G)$, and $\hat{\mathbf e}\cdot\hat{\mathbf e}'$ is invariant. So $M_{RQ,RQ'}=e^{-iR\mathbf Q\cdot\mathbf t}M_{QQ'}e^{iR\mathbf Q'\cdot\mathbf t}$, which says $\Gamma M\Gamma^\dagger=M$ for the unitary $\Gamma_{RQ,Q}=e^{-iR\mathbf Q\cdot\mathbf t}$ on a spherical set of $\mathbf Q$. The same substitution in $\chi(\mathbf r,\mathbf r')$ gives $\Gamma\mathcal A\Gamma^\dagger=\mathcal A$. An eigenspace of $\mathcal A$ is then invariant, and the projection of $M$ onto it commutes with every $\Gamma$, so the eigenspaces of that projection are invariant too. If the space is irreducible there is only one, and $z$ is independent of the choice of eigenvectors. In an accidental degeneracy the projection of $M$ need not be a scalar, and the $z_i$ then depend on the choice, though all are positive; diagonalizing $M$ within the subspace makes the model unique.

Under time reversal $\Theta$, $\Theta n_Q^\dagger\Theta^{-1}=n_Q$. If $\Theta|0\rangle=|0\rangle$, then for $|m\rangle=\Theta|n\rangle$ we get $\langle m|n_Q|0\rangle=\langle n|n_Q^\dagger|0\rangle^*=\langle0|n_Q|n\rangle$, so $b_m=a_n$ and $\omega_m=\omega_n$. The response is even in $\omega$ and the bracket in (4) vanishes. Without time reversal the true poles at $+\omega$ and $-\omega$ can differ and (4) can have an anti-Hermitian part. The model (7) is even by construction and omits that part, while its poles stay real.

The Hybertsen–Louie model divides element by element, $\omega_{GG'}^2=M_{GG'}/\mathcal A_{GG'}$. Diagonal elements are Rayleigh quotients with unit vectors and are positive. Off the diagonal, reality of the static $\chi(\mathbf r,\mathbf r')$ gives $\chi_{-G,-G'}(-\mathbf q)=\chi_{GG'}(\mathbf q)^*$, and inversion about the origin gives $\chi_{-G,-G'}(-\mathbf q)=\chi_{GG'}(\mathbf q)$. With inversion $\mathcal A$ and $M$ are real, but the sign of their ratio is free. Without inversion the phases of $M_{GG'}$ and $\mathcal A_{GG'}$ need not agree, and the ratio is in general complex, although another symmetry can keep some elements real (a twofold axis perpendicular to $\mathbf q$ does so when $\mathbf G$ and $\mathbf G'$ are also perpendicular to the axis).

## 9. The self-energy

The correlation part of the GW self-energy is $\Sigma_c(E)=(i/2\pi)\int d\omega\,G(E+\omega)W_c(\omega)$, with $W_c=W-v$. The sign of $\omega$ in $G$ is immaterial for an even $W_c$. Take $G=\sum_m\psi_m\psi_m^*/(E-\epsilon_m\mp i\eta)$, upper sign for occupied $m$, and $W_c(\mathbf r,\mathbf r')=\Omega^{-1}\sum_{\mathbf qGG'}e^{i\mathbf Q\cdot\mathbf r}W_{c,GG'}e^{-i\mathbf Q'\cdot\mathbf r'}$. For the state $n$ at $\mathbf k+\mathbf q$, the spatial integrals of one $\mathbf q$ give $t_m^\dagger(\tilde\varepsilon^{-1}-1)t_m$ with $t_{m,G}=\sqrt{v_G/\Omega}\,\langle m\mathbf k|e^{-i\mathbf Q\cdot\mathbf r}|n\,\mathbf k+\mathbf q\rangle$. For real positive $\omega_i$ the time-ordered pole is
$$\frac{z_i}{2\omega_i}\left[\frac1{\omega-\omega_i+i\eta}-\frac1{\omega+\omega_i-i\eta}\right].$$
For occupied $m$ the pole of $G$ is above the axis; closing below picks $\omega=\omega_i$ and gives $(i/2\pi)(-2\pi i)(z_i/2\omega_i)/(E+\omega_i-\epsilon_m)$. For empty $m$, closing above picks $\omega=-\omega_i$ and gives $(i/2\pi)(2\pi i)(-z_i/2\omega_i)/(E-\omega_i-\epsilon_m)$. Both prefactors equal $+z_i/2\omega_i$:
$$\Sigma_c^{(\mathbf q)}(E)=\sum_{m,i}|U_i^\dagger t_m|^2\,\frac{z_i}{2\omega_i}\,\frac1{E-\epsilon_m\pm\omega_i},\tag{12}$$
with $+$ for occupied $m$. The residues are non-negative and the poles real. For $E$ in the gap, all poles of the integrand lie in the second and fourth quadrants, so the contour rotates to $\omega=i\nu$. With $x_m=E-\epsilon_m$ and even $W_c$,
$$\Sigma_c^{(\mathbf q)}=-\frac1\pi\sum_m\int_0^\infty d\nu\,\frac{x_m}{x_m^2+\nu^2}\,t_m^\dagger[\tilde\varepsilon^{-1}(i\nu)-1]t_m.\tag{13}$$

## 10. Worked example

The example uses model insulators with round parameters, in the RPA; the program and its output follow the text. The lattice is simple cubic, $a=8$ bohr, $b=2\pi/a$, with two electrons per cell, so $\omega_p^2=4\pi\cdot2/8^3=0.049087$ Ha$^2$ and $\omega_p=0.22156$ Ha $=6.03$ eV. The mean-field Hamiltonian is $p^2/2+V+\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)$, where $V$ and $\mathbf A$ are sums of the printed Fourier components and their conjugates. There are 12 $\mathbf k$ points, $k_x\in\{0,\pm\tfrac13\}b$ and $k_y,k_z=\pm\tfrac14b$, about 384 plane waves ($|\mathbf k+\mathbf g|\le4.5\,b$) with all bands kept, $\mathbf q=(\tfrac13,0,0)b$ and $N_G=24$. Three crystals are treated: cubic, P1 (no point symmetry), and P1 with $\mathbf A\ne0$ (noTR).

**Ingredients.** The moment $BDB^\dagger$ from the transitions is tested against (6). The largest deviation relative to $\omega_p^2$ is $7.9\times10^{-7}$ for P1, $8.8\times10^{-7}$ for noTR and $3.5\times10^{-6}$ for cubic; for P1 it grows to $4.9\times10^{-4}$ at the cutoff $3.5\,b$. The noTR value confirms that the term linear in $\mathbf p$ drops out. The real-space integral (9) and the trace rule are also tested. Equation (3) is tested for noTR at cutoff $3.0\,b$ by finite differences of supercell energies, where $\tilde\chi^0=1-\tilde\varepsilon$: the second difference $E(s)+E(-s)-2E(0)$ divided by $2s^2\Omega$ is $-1.974632$ against $u^\dagger(1-\tilde\varepsilon)u=-1.974638$ for the top mode, and both are $-0.202367$ for a random vector.

**Poles.** The five most strongly screened modes of P1 are:

| $i$ | $\lambda_i$ | $1-1/\lambda_i$ | $z_i$ (Ha$^2$) | $\omega_i$ (Ha) |
|---|---|---|---|---|
| 1 | 2.95998 | 0.66216 | 0.120203 | 0.42607 |
| 2 | 1.73469 | 0.42353 | 0.109707 | 0.50895 |
| 3 | 1.70461 | 0.41336 | 0.109572 | 0.51486 |
| 4 | 1.57533 | 0.36521 | 0.114557 | 0.56006 |
| 5 | 1.25489 | 0.20312 | 0.061530 | 0.55039 |

For mode 1, $\omega_1^2=0.120203/0.66216=0.18153$ Ha$^2$, so $\omega_1=0.4261$ Ha $=11.59$ eV. This is nearly twice $\omega_p$, and (8) shows the two sources: $z_1/\omega_p^2=2.449$ and $1/0.66216=1.510$. By (9), the first factor means that the density averaged over $|\mathbf F_1|^2$ is $2.449$ times the mean density. Mode 5 lies below mode 4, so ordering by $\lambda$ does not order the frequencies. These values belong to $N_G=24$ and the 12-point mesh and are not converged in either. With $N_G=52$ and $82$ ($|\mathbf Q|\le2.3\,b$ and $2.7\,b$), $\omega_1$ rises to $0.449$ and $0.457$ Ha, $\omega_4$ to $0.640$ and $0.675$ Ha, and the highest pole to $1.80$ and $2.30$ Ha. At cutoff $3.0\,b$, a $6\times4\times4$ mesh moves $\omega_1$ from $0.4260$ to $0.4289$ Ha. All poles stay real in these settings.

All 24 poles are real in each crystal and are tested to lie above the smallest transition and inside the Engel–Farid range. They span $0.540$–$1.314$ Ha (cubic, smallest transition $0.282$ Ha), $0.426$–$1.202$ Ha (P1, $0.180$ Ha) and $0.428$–$1.207$ Ha (noTR, $0.162$ Ha). The Engel–Farid range for P1 is $0.295$–$1.243$ Ha. The part of $M$ missed by the model, in Frobenius norm relative to that of $M$, is $0.246$, $0.318$ and $0.314$.

For the Hybertsen–Louie ratio, $\max|\mathrm{Im}\,\omega^2|/|\omega^2|$ is zero for cubic and $0.997$ for P1; the program asserts that the first is below $10^{-6}$ and the second above $0.05$. The output also shows a negative real part in 16 of 576 elements for cubic and P1 and in 14 for noTR. In cubic and P1 these are weak elements: $|\mathcal A_{GG'}|\le2.4\times10^{-3}$ in P1, and below $5\times10^{-5}$ in cubic at cutoff $3.5\,b$.

**Mean and symmetry.** With 20 conduction bands the RPA poles are found explicitly, and the mean of Part 7 is tested against (8), using the moment $BDB^\dagger+(B\sigma B^\dagger)^2$ of the truncated set: both give $0.416597$ Ha for mode 1 of P1 and $0.416651$ Ha for noTR. The lowest poles are $\pm0.180233$ Ha for P1 and $+0.174544$, $-0.163733$ Ha for noTR, where also $\max|\tilde\varepsilon-\tilde\varepsilon^\dagger|=2.0\times10^{-2}$ at $\omega=0.3i$ Ha. The cubic crystal has 5 degenerate pairs, in which $M$ is a scalar to $3.9\times10^{-15}\,\omega_p^2$. With one conduction band in P1, time reversal pairs the 12 columns $b$ with the 12 columns $a$, so the rank is at most 12; the test finds exactly $24-12=12$ modes with $\lambda=1$ and $z>0$.

**Imaginary axis and self-energy.** At $\nu=0.3$ Ha the model value for mode 1 of P1 is $0.120203/(0.09+0.18153)=0.44269$, against $0.40131$ in the RPA, an excess of 10% of the RPA value. At $\nu=0.1$, $1$ and $3$ Ha the pairs are $0.6276/0.6133$, $0.1017/0.0937$ and $0.01309/0.01287$. Inequality (11) is tested for all 24 modes of P1 at these four frequencies, with $z_i$ taken from the moment $BDB^\dagger$ of the same plane-wave basis.

For the valence state at $\mathbf k+\mathbf q=(\tfrac13,\tfrac14,\tfrac14)b$ and the midgap energy $E=-0.01729$ Ha, (12) gives $0.0017553$ Ha, tested against quadrature of (13) with the model matrix. The full RPA in (13) gives $0.0014112$ Ha. In eV these are $0.048$ and $0.038$, the model being 24% above the RPA value. The percentage depends strongly on $N_G$: for $N_G=52$ and $82$ the RPA term falls to $0.00057$ and $0.00018$ Ha and the ratio of model to RPA rises to $1.63$ and $3.03$, while their difference stays near $0.00035$ Ha. This is the term of one $\mathbf q$ at a fixed energy, not a quasiparticle shift. It is a difference between a positive occupied-state part and a negative empty-state part, and the RPA value includes off-diagonal elements, so (11) does not fix the sign of this error.

## Values computed for the example and the checks

```
a=8.0 bohr, N_k=12, q=(1/3,0,0)2pi/a, |q|=0.26180 1/bohr, N_G=24 (|Q|<=1.8 b)
V cubic (Ha): {(1, 0, 0): -0.09, (0, 1, 0): -0.09, (0, 0, 1): -0.09, (1, 1, 0): -0.02, (1, -1, 0): -0.02, (0, 1, 1): -0.02, (0, 1, -1): -0.02, (1, 0, 1): -0.02, (1, 0, -1): -0.02}
V P1 (Ha): {(1, 0, 0): -0.08, (0, 1, 0): -0.09, (0, 0, 1): -0.1, (1, 1, 0): 0.03j, (0, 1, 1): 0.02j, (1, 0, 1): (0.02+0.02j)}
A noTR (a.u.): {(0, 1, 0): (0.05, 0, 0), (0, 0, 1): (0, 0.05j, 0), (1, 0, 0): (0, 0, (0.04+0.03j))}
wp^2=0.049087 Ha^2, wp=0.22156 Ha = 6.029 eV; cutoff |k+g|<=4.5 b
[cubic] PW 384, mesh gap 0.28156 Ha, min transition 0.28156 Ha
[cubic] f-sum err/wp^2 3.5e-06, 1/w term 9.5e-16 Ha, tail err/wp^2 3.6e-05
[cubic] lam 1.00228..2.18964, z/wp^2 0.0801..3.2297, w 0.54019..1.31411 Ha
[cubic] Engel-Farid range 0.42268..1.38681 Ha, missed f-sum norm fraction 0.246
[cubic] HL: max|Im w2|/|w2| 0.00e+00, Re w2<0 in 16 of 576; max|eps-eps^+|(0.3i Ha) 4.4e-15
[P1] PW 384, mesh gap 0.17936 Ha, min transition 0.17961 Ha
[P1] f-sum err/wp^2 7.9e-07, 1/w term 1.4e-15 Ha, tail err/wp^2 1.7e-05
[P1] lam 1.00476..2.95998, z/wp^2 0.1395..2.4488, w 0.42607..1.20184 Ha
[P1] Engel-Farid range 0.29534..1.24325 Ha, missed f-sum norm fraction 0.318
[P1] HL: max|Im w2|/|w2| 9.97e-01, Re w2<0 in 16 of 576; max|eps-eps^+|(0.3i Ha) 2.3e-15
[noTR] PW 384, mesh gap 0.15069 Ha, min transition 0.16209 Ha
[noTR] f-sum err/wp^2 8.8e-07, 1/w term 2.3e-08 Ha, tail err/wp^2 1.7e-05
[noTR] lam 1.00462..2.97491, z/wp^2 0.1365..2.4720, w 0.42754..1.20650 Ha
[noTR] Engel-Farid range 0.30202..1.24814 Ha, missed f-sum norm fraction 0.314
[noTR] HL: max|Im w2|/|w2| 9.94e-01, Re w2<0 in 14 of 576; max|eps-eps^+|(0.3i Ha) 2.0e-02
[P1] mode 1: lam 2.95998, 1-1/lam 0.66216, z 0.120203 Ha^2, w 0.42607 Ha = 11.594 eV
[P1] mode 2: lam 1.73469, 1-1/lam 0.42353, z 0.109707 Ha^2, w 0.50895 Ha = 13.849 eV
[P1] mode 3: lam 1.70461, 1-1/lam 0.41336, z 0.109572 Ha^2, w 0.51486 Ha = 14.010 eV
[P1] mode 4: lam 1.57533, 1-1/lam 0.36521, z 0.114557 Ha^2, w 0.56006 Ha = 15.240 eV
[P1] mode 5: lam 1.25489, 1-1/lam 0.20312, z 0.061530 Ha^2, w 0.55039 Ha = 14.977 eV
[P1] f-sum err/wp^2 at cutoff 3.5 b: 4.9e-04
[cubic] degenerate pairs 5, departure of M from scalar /wp^2 3.9e-15
[noTR, 3.0 b] top mode: energy curvature -1.974632, u+(1-eps)u -1.974638
[noTR, 3.0 b] random u: energy curvature -0.202367, u+(1-eps)u -0.202367
[P1, 20 bands] lowest RPA poles +0.180233 -0.180233 Ha; mode 1 w 0.416597, mean 0.416597 Ha
[noTR, 20 bands] lowest RPA poles +0.174544 -0.163733 Ha; mode 1 w 0.416651, mean 0.416651 Ha
[P1, 1 band] unscreened modes (lam=1, z>0, w infinite): 12 of 24
[P1] nu=0.1 Ha, mode 1: 1-eps^-1 model 0.627588, RPA 0.613271
[P1] nu=0.3 Ha, mode 1: 1-eps^-1 model 0.442685, RPA 0.401312
[P1] nu=1.0 Ha, mode 1: 1-eps^-1 model 0.101735, RPA 0.093690
[P1] nu=3.0 Ha, mode 1: 1-eps^-1 model 0.013092, RPA 0.012865
[P1] E midgap -0.01729 Ha, state energy -0.10723 Ha
[P1] Sigma_c(q term): closed 0.0017553 Ha, quadrature 0.0017553 Ha, RPA 0.0014112 Ha
[P1] Sigma_c(q term): model 0.04776 eV, RPA 0.03840 eV, ratio 1.2439
gas rs=2.0: kF 0.95958 1/bohr, wp 0.61237 Ha, q=0.05 kF, alpha model 0.3334, RPA 0.6010
```
